# Survival of ions leaving a surface with an exponentially decaying neutralization rate

When a surface is sputtered, some of the ejected atoms start outward as positive ions. Each one has an empty orbital, and the solid beside it is full of electrons that can tunnel into that orbital. The chance of transfer falls quickly as the ion recedes, so the outcome depends on how long the ion spends in the first ångströms outside the surface. A detector far away counts the ions that escaped in time. The question is how their fraction depends on speed.

Let $z$ be the height above a reference plane at the surface, and let the neutralization rate at height $z$ be

$$\Gamma(z)=A\,e^{-az},\qquad A>0,\quad a>0 .$$

Here $A$ is the probability per unit time at $z=0$; the corresponding energy width is $\hbar A$. The ion is present with certainty at time $t=0$ at $z=0$, and moves outward on a classical path $z=vt$, where $v>0$ is the constant component of its velocity normal to the surface. The rate depends on height alone, so motion parallel to the surface has no effect. A neutralized particle stays neutral. Under these assumptions the probability of arriving far away as an ion is

$$P=\exp\!\left(-\frac{A}{av}\right).$$

The first thing to justify is the use of a rate at all, since electron transfer is a quantum process with amplitudes and phases. Take non-interacting electrons without spin, one orbital on the moving atom at energy zero (marked by the subscript $a$, which is only a label and not the decay constant), and band states $k$ of the solid at energies $\varepsilon_k$. All band states couple to the orbital with the same real matrix element $V(t)=V_0e^{-az(t)/2}$, which follows the exponential tail of the wave functions. Let $U$ be the one-electron propagator from time zero to the end of the flight. An electron initially in band state $k$ ends in the orbital with probability $|U_{ak}|^2$. The orbital is empty at the start, so its final occupation is the sum of $|U_{ak}|^2$ over the occupied band states. Since $U$ is unitary, $|U_{aa}|^2+\sum_k|U_{ak}|^2=1$, and the probability that the orbital is still empty is

$$P_{\rm ion}=1-\sum_{k\,\rm occ}|U_{ak}|^2=|U_{aa}|^2+\sum_{k\,\rm empty}|U_{ak}|^2 .$$

The first term is the probability that the original hole is on the atom at the end. The second comes from band states that are empty at the start, whose holes can move to the atom. If every band state is occupied, the second term is absent. Neutralization is then irreversible provided that the original hole, once it has entered the band, does not come back; the wide band introduced below ensures this.

To find $U_{aa}$, follow an amplitude $c(t)$ on the orbital with $c(0)=1$ and band amplitudes $b_k(0)=0$:

$$i\hbar\dot c=V\sum_k b_k,\qquad i\hbar\dot b_k=\varepsilon_k b_k+Vc .$$

The second equation integrates to

$$b_k(t)=-\frac{i}{\hbar}\int_0^t V(t')\,e^{-i\varepsilon_k(t-t')/\hbar}\,c(t')\,dt' .$$

Inserting this in the first, where the factors $-i/\hbar$ multiply to $-1/\hbar^2$, gives

$$\dot c(t)=-\frac{V(t)}{\hbar^2}\int_0^t K(t-t')V(t')c(t')\,dt',\qquad K(\tau)=\sum_k e^{-i\varepsilon_k\tau/\hbar}.$$

For a constant density of states $\rho$ between $-B$ and $B$,

$$K(\tau)=\rho\int_{-B}^{B}e^{-i\varepsilon\tau/\hbar}d\varepsilon=2\hbar\rho\,\frac{\sin(B\tau/\hbar)}{\tau}.$$

This kernel is concentrated within a time of order $\hbar/B$. If $V$ and $c$ change little in that time, which requires $B\gg\hbar A$ and $B\gg\hbar av$, they can be taken out of the integral at $t'=t$. The remaining integral over positive $\tau$ is $2\hbar\rho\cdot\pi/2=\pi\hbar\rho$. Hence

$$\dot c=-\frac{\pi\rho V^2}{\hbar}\,c=-\frac{\Gamma}{2}\,c,\qquad \Gamma=\frac{2\pi\rho V^2}{\hbar}.$$

The square $V^2$ turns the decay constant $a/2$ of the matrix element into the decay constant $a$ of the rate. The survival probability $P=|c|^2$ obeys

$$\frac{dP}{dt}=\dot c\,c^*+c\,\dot c^*=-\Gamma P .$$

The rate has the golden-rule form, but weak coupling was not assumed: $P$ may fall close to zero. What was needed is a wide, flat band. A time-dependent orbital energy would add a phase to $c$ in this limit and leave $|c|^2$ unchanged.

The rest is integration along the path. Since $dz=v\,dt$,

$$\frac{dP}{dz}=\frac{1}{v}\frac{dP}{dt}=-\frac{\Gamma(z)}{v}P .$$

Dividing by $P$ and integrating from a starting height $z_0$, where $P=1$, to infinity gives

$$\ln P=-\int_{z_0}^{\infty}\frac{A e^{-az}}{v}\,dz=-\frac{A}{v}\left[-\frac{e^{-az}}{a}\right]_{z_0}^{\infty}=-\frac{A}{av}\,e^{-az_0}.$$

For $z_0=0$ this is the stated law. The exponent is the rate at the start multiplied by the time $1/(av)$ in which the rate falls by a factor $e$. The starting plane matters because $A$ is the rate at that plane: an ion created at $z_0$ behaves like one created at zero with $A$ replaced by $Ae^{-az_0}$.

For fast ions, $av\gg A$, the exponential can be expanded and $P\approx1-A/(av)$: the neutralized fraction is small and inversely proportional to speed. For slow ions the survival vanishes faster than any power of $v$. At fixed $A$ and $a$, $\ln P$ plotted against $1/v$ is a straight line of slope $-A/a$. Speed dependence therefore gives the ratio $A/a$, which has the dimension of a speed, and cannot separate $A$ from $a$. From $d\ln P=(A/av)\,d\ln v$, a small relative change in $v$ changes $P$ by a relative amount $A/(av)$ times as large. Errors in speed are therefore amplified for slow ions, $av<A$, and reduced for fast ones.

Take as round model parameters $A=1\ \mathrm{fs^{-1}}$, $a=2\ \text{Å}^{-1}$ and an ion mass $M=20$ u. Then $A/a=0.5$ Å/fs, or 50000 m/s. A normal kinetic energy $E=Mv^2/2$ of 10 eV corresponds to $v=0.0982$ Å/fs, so

$$\frac{A}{av}=\frac{0.5}{0.0982}=5.09,\qquad P=e^{-5.09}=0.0062 .$$

Fewer than one ion in a hundred survives. Four times the energy means twice the speed and half the exponent, so each such step replaces $P$ by its square root. This gives $P=0.078$ at 40 eV and $0.280$ at 160 eV. Direct integration of the rate equation in time reproduces these values, as the numerical output shows.

The starting height has a comparable influence. At 10 eV an ion created at $z_0=0.5$ Å has the exponent $5.09\,e^{-1}=1.87$ and survives with probability 0.154, about 25 times the value for a start at zero. An uncertainty of half an ångström in where the ion is formed thus matters more here than a fourfold change in energy.

A useful length follows by asking from which height the survival is $1/e$. Setting the exponent equal to one gives

$$\frac{A}{av}e^{-az_f}=1\quad\Longrightarrow\quad z_f=\frac1a\ln\frac{A}{av},$$

which is positive if $A>av$. At 10 eV it is $\tfrac12\ln5.09=0.81$ Å. Well beyond this height the charge state is nearly settled. It is not the height at which most outgoing ions are neutralized. The probability per unit length of neutralization at $z$, for a start at zero, is

$$p(z)=\frac{\Gamma(z)}{v}\exp\!\left[-\frac{A}{av}\left(1-e^{-az}\right)\right],\qquad \frac{d\ln p}{dz}=-a-\frac{\Gamma(z)}{v}<0 .$$

It is largest at the starting plane and falls from there, because both the rate and the number of remaining ions decrease outward.

The assumption of irreversibility can now be examined. A real metal has empty states above its Fermi level. Let the orbital lie a fixed depth $D$ below that level, at zero temperature, so that states with $\varepsilon>D$ are empty. For an electron starting in band state $k$, the orbital amplitude starts at zero and is driven by the freely evolving band amplitude:

$$\dot c=-\frac{\Gamma}{2}c-\frac{i}{\hbar}V(t)e^{-i\varepsilon_kt/\hbar}.$$

Each contribution made at time $t$ is afterwards damped by $\exp(-\tfrac12\int_t^\infty\Gamma dt')$. With $V=\sqrt{\hbar\Gamma/(2\pi\rho)}$, the final amplitude is

$$U_{ak}=-\frac{i}{\hbar}\sqrt{\frac{\hbar}{2\pi\rho}}\;F(\omega),\qquad F(\omega)=\int_0^\infty f(t)e^{-i\omega t}dt,$$

$$f(t)=\sqrt{\Gamma}\,\exp\!\left(-\tfrac12\int_t^\infty\Gamma\,dt'\right),\qquad \omega=\varepsilon_k/\hbar .$$

Summing over the empty states with $\sum_k\to\rho\int d\varepsilon$, the density of states cancels and the refilled probability is

$$R=\frac{1}{2\pi\hbar}\int_D^\infty|F(\varepsilon/\hbar)|^2\,d\varepsilon .$$

At high $\omega$, integration by parts gives $F\approx f(0)/(i\omega)$, the contribution of the sudden start. Since $f(0)^2=A\,e^{-A/(av)}=AP$,

$$R\approx\frac{1}{2\pi\hbar}\int_D^\infty\frac{\hbar^2AP}{\varepsilon^2}\,d\varepsilon=\frac{\hbar A}{2\pi D}\,P .$$

Because $f(0)$ is itself exponentially small for slow ions, one must check that the neglected part is smaller still. The integrand is analytic in $t$, so the path can be moved: first from $0$ down to $-i\pi/(2av)$, then parallel to the real axis. On the first leg, $t=-i\tau$ and

$$|f(-i\tau)|=f(0)\exp\!\left[\frac{A}{2av}\bigl(1-\cos av\tau\bigr)\right].$$

For $0\le x\le\pi/2$ one has $1-\cos x\le 2x/\pi$, since the left side is convex and the two sides agree at both ends. The growth is therefore at most $e^{A\tau/\pi}$, against the decay $e^{-\omega\tau}$. For $\omega\gg A/\pi$ and $\omega\gg av$ this leg is dominated by its start and gives the term kept above. On the second leg the exponent in $f$ is purely imaginary, so $|f|=\sqrt A\,e^{-avs/2}$ at distance $s$ along it. Its contribution to $|F|$ is at most $(2\sqrt A/av)\,e^{-\pi\omega/(2av)}$. Squared and divided by $AP/\omega^2$, this is

$$\frac{4\omega^2}{(av)^2}\exp\!\left[-\frac{\pi\omega-A}{av}\right].$$

It is negligible when the level is deep. The refilling estimate thus holds for $D\gg\hbar A$ and $D\gg\hbar av$, and it belongs to an ion created suddenly. This start is an idealization: an atom resting in the surface with its level well below the Fermi energy has that level filled, so an empty deep level must be produced by a fast process such as a hard collision. The case in which the level crosses the Fermi energy on the way out is not described by this model. If the level comes near the Fermi energy where the transfer rate is still appreciable, the simple law can fail.

With $D=3$ eV and $\hbar A=0.658$ eV, $R/P=0.658/(2\pi\cdot3)=0.035$: the ion yield is about 3.5 percent higher than the survival term alone. At 10 eV, $\hbar av=0.129$ eV and the exponent in the last bracket is $-(\pi\cdot3/0.129-5.09)\approx-68$, so the second leg plays no part.

These statements can be compared with a direct propagation of the orbital coupled to 2000 band states, in which no rate equation is assumed. At 10 eV, with $B=51.7$ eV, the survival term is 0.9937 times $e^{-A/(av)}$; at 40 eV, with $B=103.4$ eV, the ratio is 0.9994. For a band that ends at $B$, the integral over $\varepsilon^{-2}$ replaces $1/D$ by $1/D-1/B$. The resulting estimates of $R/P$ are 0.0329 and 0.0339, and the propagated ratios are 0.0330 and 0.0341.

The small deficit in survival comes from the finite band, as the next order in $1/B$ shows. Two corrections enter $\ln c$. First, the kernel needs a time of order $\hbar/B$ to build up after the start. With $\mathrm{Si}(x)=\int_0^x(\sin y/y)\,dy$ and $\int_0^\infty[\pi/2-\mathrm{Si}(x)]dx=1$, the missing early decay adds $2\rho V_0^2/B=\hbar A/(\pi B)$. Second, $Vc$ changes within the memory time. Its linear term, with the rapidly oscillating part averaged out, adds to $\dot c/c$

$$\frac{2\rho V}{B}\frac{(Vc)^{\cdot}}{c}=\frac{\hbar}{\pi B}\left(\frac{\dot\Gamma}{2}-\frac{\Gamma^2}{2}\right),$$

where $\dot c/c=-\Gamma/2$ was used. Over the flight, $\int\dot\Gamma dt=-A$ and $\int\Gamma^2dt=A^2/(2av)$. Adding both corrections and doubling, because $P=|c|^2$, gives

$$\delta\ln P=\frac{\hbar A}{\pi B}\left(1-\frac{A}{2av}\right).$$

At 10 eV this is $0.00405\,(1-2.545)=-0.0063$, and at 40 eV it is $0.00203\,(1-1.273)=-0.0006$, in agreement with the two ratios. The second term grows as $1/v$. For slow ions a band with $B\gg\hbar A$ is therefore not enough to make $P$ accurate; $\hbar A^2/(2\pi Bav)$ must be small as well. The half widths of 52 and 103 eV were chosen to approach the wide-band limit and far exceed those of real conduction bands, which are of the order of several eV and neither flat nor symmetric about the level. With $B=5$ eV the formula gives $\delta\ln P=-0.065$ at 10 eV and about $-0.3$ at 1 eV.

The assumption of constant speed is more costly at low energy. A charge $e$ at distance $s$ from the image plane of a metal is attracted by its image at distance $2s$ with the force $e^2/(16\pi\varepsilon_0s^2)$. Removing it to infinity costs the integral of this force. If the image plane lies a distance $d$ below $z=0$, the binding energy is

$$W(z)=\frac{e^2}{16\pi\varepsilon_0(z+d)} .$$

Let $E$ now be the normal kinetic energy far away and $v_\infty$ the corresponding speed. Energy conservation, $\tfrac12Mv^2-W=E$, gives $v(z)=v_\infty\sqrt{1+W/E}$. The survival probability still follows from $\ln P=-\int\Gamma/v\,dz$, and expansion to first order in $W/E$ yields

$$\ln P\approx-\frac{A}{av_\infty}\left[1-\frac{\langle W\rangle}{2E}\right],\qquad \langle W\rangle=a\int_0^\infty W(z)e^{-az}dz .$$

At given final speed the ion moved faster near the surface, so its survival is higher than the constant-speed law predicts. If the initial speed is held fixed instead, the ion is slower everywhere after the start and its survival is lower. A comparison must state which speed is meant.

For $d=1$ Å, $W(0)=3.60$ eV and $\langle W\rangle=2.60$ eV. These are model values: this close to a real metal the attraction is weaker than the classical image form and levels off. At a final energy of 10 eV the first-order exponent is $5.09\,(1-2.60/20)=4.43$. Integration of Newton's equation together with the rate equation gives 4.54. The first-order value is too low because $(1+x)^{-1/2}$ is convex and lies above its tangent $1-x/2$. The survival becomes 0.0107 instead of 0.0062, a factor of 1.74. The image energy also raises the electron level by $W(z)$, because it lowers the energy of the ion and not that of the neutral atom. The level is therefore least deep at the start. One that lies 3 eV below the Fermi level far away would begin 0.60 eV above it here, and the refilling estimate for a fixed deep level would not apply. If the level is still 3 eV deep at $z=0$, refilling remains a correction of a few percent, and the image force matters far more at 10 eV.

The correction fades with energy. At 1000 eV the exponent is lowered by $6.61\times10^{-4}$, against $6.62\times10^{-4}$ at first order. The difference of 0.2 percent of the shift is the size expected from the next term of the expansion, $3W^2/(8E^2)$, whose ratio to the first-order term is roughly $3\langle W\rangle/(4E)=0.002$.

The law is thus reliable for a suddenly created ion whose level is deep already at the starting plane, beside a wide band, whose normal energy is large compared with the image energy, provided that the corrections to the exponent are small compared with one. For the image force this means $A\langle W\rangle/(2av_\infty E)\ll1$, which is the stricter condition when the exponent is large. Within that regime, a straight line of $\ln P$ against $1/v$ measures the rate at the plane of creation divided by $a$. Outside it, a nearly straight line may still appear over a limited range of speeds, but its slope need not equal $-A/a$: to first order in $W/E$, the image correction to the exponent varies as $1/(v_\infty E)$, that is as $v_\infty^{-3}$, so the bending grows toward lower speed as long as $W/E$ is small. Once $E$ is comparable with the image energy the curvature stops growing and then declines, while the slope stays far from $-A/a$. For the parameters above the local slope is $-0.46$ Å/fs at 40 eV and $-0.36$ Å/fs at 10 eV, instead of $-0.50$ Å/fs.

## Calculated quantities

```
rate at z=0, A = 1.0 1/fs
decay constant a = 2.0 1/angstrom
ion mass = 20 u
A/a = 0.500 angstrom/fs = 50000 m/s
width hbar*A = 0.6582 eV
E = 10 eV: v = 0.09823 angstrom/fs, A/(a v) = 5.0903
   P formula = 0.006156, P integrated = 0.006156
E = 40 eV: v = 0.19645 angstrom/fs, A/(a v) = 2.5451
   P formula = 0.078463, P integrated = 0.078463
E = 160 eV: v = 0.39291 angstrom/fs, A/(a v) = 1.2726
   P formula = 0.280113, P integrated = 0.280113
slope of ln P against 1/v = -0.50000 angstrom/fs
10 eV, start at 0.5 angstrom: P = 0.15372
10 eV: z_f = 0.8137 angstrom, P from z_f = 0.36788
level depth D = 3.0 eV
quantum, E = 10 eV: hbar*a*v = 0.1293 eV, half band B = 51.7 eV
   survival = 0.006118, ratio to formula = 0.9937
   refill/survival: propagated = 0.0330, estimate = 0.0329
   refill/survival estimate, infinite band = 0.0349
quantum, E = 40 eV: hbar*a*v = 0.2586 eV, half band B = 103.4 eV
   survival = 0.078420, ratio to formula = 0.9994
   refill/survival: propagated = 0.0341, estimate = 0.0339
   refill/survival estimate, infinite band = 0.0349
image plane distance d = 1.0 angstrom
image energy at z=0: W = 3.5999 eV
weighted mean image energy <W> = 2.6015 eV
10 eV with image force: exponent = 4.5391, first order = 4.4281
   P = 0.010683, ratio to constant speed = 1.7353
1000 eV: exponent lowered by 6.6075e-04, first order 6.6212e-04
```
